# How a soft adsorbate mode changes the free energy of adsorption

## Problem

A molecule sits intact on an oxide surface at $T=500$ K, a temperature in the range used for atomic layer deposition. One of its vibrations is soft: the whole molecule moves back and forth sideways in its adsorption well. One calculation gives this mode a wavenumber of $w_1=20\ \mathrm{cm^{-1}}$, another gives $w_2=50\ \mathrm{cm^{-1}}$. The well depth and all other modes are the same in both.

(a) Treating the mode as harmonic, by how much does its Helmholtz free energy $F$ change from the first value to the second?

(b) What does the change do to the equilibrium coverage at a fixed chemical potential of the gas?

(c) Does the answer to (a) survive if the well is one of a periodic row of wells?

Energies are measured from the bottom of the well. A mode of wavenumber $w$ has the quantum $\varepsilon=hcw$, and $x=\varepsilon/kT$. At 500 K, $kT=0.04309$ eV, which corresponds to $347.5\ \mathrm{cm^{-1}}$.

## A tempting solution

The zero-point energy is $\varepsilon/2$, so it rises by

$$\Delta E_0=\tfrac12 hc\,(w_2-w_1)=0.00186\ \text{eV}.$$

Both quanta are far smaller than $kT$, so equipartition holds, and thermal motion contributes $kT$ whatever the wavenumber. That part cancels in the difference. Hence $F$ rises by about 0.002 eV, some 4 percent of $kT$, and it does not matter which wavenumber is used.

## Where it fails

The argument contains two errors.

The first is the serious one. Equipartition is a statement about the mean energy $U$, whereas the question concerns $F=U-TS$. Two oscillators with the same mean energy can have very different entropies, and the argument never considers $S$.

The second is a double counting. The equipartition value $kT$ is the high-temperature limit of the total mean energy, with the zero-point energy already inside it. Adding a zero-point difference on top is therefore wrong even for $U$, as the expansion of $U$ below shows.

## Solution to (a)

**The free energy.** The levels are $\varepsilon(n+\tfrac12)$ with $n=0,1,2,\dots$, so the partition function is a geometric series:

$$Z=\sum_{n=0}^{\infty}e^{-x(n+1/2)}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{e^{x/2}-e^{-x/2}}=\frac{1}{2\sinh(x/2)}.$$

The third form follows on multiplying numerator and denominator by $e^{x/2}$. From $F=-kT\ln Z$,

$$F=\frac{\varepsilon}{2}+kT\ln\left(1-e^{-x}\right)=kT\ln\left[2\sinh(x/2)\right].$$

The first form displays the zero-point energy, but for small $x$ the logarithm beside it is large and varies quickly with $w$.

**Separating the large part.** Write $2\sinh(x/2)=x\cdot\dfrac{\sinh(x/2)}{x/2}$. Then

$$F=kT\left[\ln x+g(x)\right],\qquad g(x)=\ln\frac{\sinh(x/2)}{x/2}.$$

At fixed $T$ the ratio $x_2/x_1$ equals $w_2/w_1$, so

$$\Delta F=kT\ln\frac{w_2}{w_1}+kT\left[g(x_2)-g(x_1)\right].$$

The second term can be bounded. With $y=x/2$,

$$\frac{\sinh y}{y}=\sum_{n=0}^{\infty}\frac{y^{2n}}{(2n+1)!}.$$

All coefficients are positive and the first term is 1, so $g$ is non-negative and increases with $x$. Moreover $(2n+1)!\ge 6^n n!$. This holds with equality at $n=0$, and in going from $n$ to $n+1$ the left side is multiplied by $(2n+3)(2n+2)$, which is at least the factor $6(n+1)$ gained by the right side. Therefore

$$\frac{\sinh y}{y}\le\sum_{n=0}^{\infty}\frac{(y^2/6)^n}{n!}=e^{y^2/6}=e^{x^2/24},$$

which means $0\le g(x)\le x^2/24$. Since $g(x_2)-g(x_1)$ lies between 0 and $g(x_2)$,

$$kT\ln\frac{w_2}{w_1}\;\le\;\Delta F\;\le\;kT\ln\frac{w_2}{w_1}+\frac{kT\,x_2^2}{24}.$$

**Numbers.** Here $x_1=20/347.5=0.0576$ and $x_2=50/347.5=0.1439$. The logarithmic term is

$$kT\ln\frac{50}{20}=0.04309\times0.9163=0.03948\ \text{eV},$$

and the correction is at most $0.04309\times0.1439^2/24=0.00004$ eV. The full formula gives

$$\Delta F=-0.08350-(-0.12301)=0.0395\ \text{eV}\quad(3.81\ \text{kJ/mol}).$$

The free energy rises by about 0.04 eV, and the zero-point rise is 4.7 percent of that.

**Energy and entropy.** With $\beta=1/kT$, $\ln Z=-\ln[2\sinh(\beta\varepsilon/2)]$, so

$$U=-\frac{\partial\ln Z}{\partial\beta}=\frac{\varepsilon}{2}\coth\frac{x}{2}.$$

For small $y$, $\coth y=1/y+y/3-\dots$. Setting $y=x/2$ and using $\varepsilon=x\,kT$,

$$U=\frac{\varepsilon}{2}\left(\frac{2}{x}+\frac{x}{6}-\dots\right)=kT\left(1+\frac{x^2}{12}-\dots\right).$$

There is no term linear in $\varepsilon$. The thermal part of the energy is thus $U-\varepsilon/2=kT-\varepsilon/2+\dots$, and it falls by nearly the amount by which the zero-point energy rises. In numbers, the zero-point energy changes by $+0.00186$ eV and the thermal energy by $-0.00180$ eV, leaving $\Delta U=0.00006$ eV. The remainder of $\Delta F$ is entropic: $-T\Delta S=0.03945$ eV.

The classical phase-space integral shows where the entropy goes. For mass $m$ and angular frequency $\omega=2\pi cw$,

$$Z_{\rm cl}=\frac1h\int e^{-p^2/2mkT}dp\int e^{-m\omega^2s^2/2kT}ds=\frac1h\sqrt{2\pi mkT}\,\sqrt{\frac{2\pi kT}{m\omega^2}}=\frac{2\pi kT}{h\omega}=\frac{kT}{hcw}.$$

The mass cancels. The spread of momentum does not depend on $\omega$, while the rms displacement $\sqrt{kT/m\omega^2}$ shrinks by a factor $50/20=2.5$. The stiffer well confines the molecule to a region 2.5 times narrower, and the entropy falls by $k\ln2.5$ in this classical limit.

**When the tempting answer is right.** Differentiating $F=kT\ln[2\sinh(\varepsilon/2kT)]$ at fixed $T$ gives

$$\frac{\partial F}{\partial\varepsilon}=\frac12\coth\frac{x}{2}=\frac{U}{\varepsilon}.$$

If $x\ll1$, then $U\approx kT$ and integration gives $\Delta F\approx kT\ln(w_2/w_1)$, so the ratio of wavenumbers matters. If $x\gg1$, then $U\approx\varepsilon/2$ and $\Delta F\approx\Delta\varepsilon/2$, so their difference matters. A stiff mode moved from 3000 to 3030 $\mathrm{cm^{-1}}$ at 500 K has the same zero-point rise as the soft mode, and its free energy rises by 0.00186 eV, which is that zero-point rise to the digits shown. For the soft mode the rise is nearly proportional to temperature: 0.0316 eV at 400 K and 0.0474 eV at 600 K.

## Solution to (b)

Take independent sites, each empty or holding one molecule. An empty site has statistical weight 1. An occupied one has weight $\Lambda Z$, where $\Lambda$ collects the gas activity, the well depth and the other modes, all held fixed. The coverage is

$$\theta=\frac{\Lambda Z}{1+\Lambda Z},\qquad\text{so}\qquad\frac{\theta}{1-\theta}=\Lambda Z.$$

Because $Z=e^{-F/kT}$, stiffening the mode multiplies the odds $\theta/(1-\theta)$ by $e^{-\Delta F/kT}=0.400$, close to the classical ratio $20/50$. If the coverage was 0.500 at 20 $\mathrm{cm^{-1}}$, it becomes

$$\theta_2=\frac{0.3997}{1+0.3997}=0.286.$$

The tempting solution would have given a factor $e^{-0.00186/0.04309}=0.958$ and a coverage of 0.489. At low coverage $\theta\approx\Lambda Z$, so the coverage itself is multiplied by about 0.400.

## Solution to (c)

A sideways motion does not take place in an endless parabola, since neighbouring sites lie a distance $a$ away. A simple model is

$$V(s)=\frac W2\left[1-\cos\frac{2\pi s}{a}\right],$$

with barrier $W$. Its curvature at the minimum is $\tfrac W2(2\pi/a)^2$. Equating this to $m\omega^2$, so that the small-amplitude wavenumber is kept, gives

$$W=2m\omega^2\left(\frac{a}{2\pi}\right)^2.$$

This relation is a property of the cosine shape: in general a curvature does not fix a barrier. Within the cosine model, for $m=72$ u and $a=0.3$ nm, the 20 $\mathrm{cm^{-1}}$ mode implies $W=0.048$ eV, or $1.12\,kT$. The 50 $\mathrm{cm^{-1}}$ mode implies $W=0.302$ eV, or $7.0\,kT$. For the softer mode the barrier is comparable to $kT$, so thermal motion reaches well beyond the parabolic part of the well and the harmonic picture is doubtful there.

Let $u=W/2kT$. The classical partition function of one cell is

$$Z_{\rm per}=\frac{\sqrt{2\pi mkT}}{h}\int_{-a/2}^{a/2}e^{-u+u\cos(2\pi s/a)}ds=\frac{\sqrt{2\pi mkT}}{h}\,a\,e^{-u}I_0(u),$$

where $I_0(u)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{u\cos\phi}d\phi$ is a modified Bessel function. Dividing by $Z_{\rm cl}=2\pi kT/h\omega$ leaves the prefactor $\dfrac{a\omega}{2\pi}\sqrt{\dfrac{2\pi m}{kT}}$. From the expression for $W$, $u=m\omega^2a^2/(4\pi^2kT)$, so this prefactor is $\sqrt{2\pi u}$ and

$$R(u)=\frac{Z_{\rm per}}{Z_{\rm cl}}=\sqrt{2\pi u}\,e^{-u}I_0(u).$$

The free energy shifts by $-kT\ln R$. The quantum levels of the periodic potential give shifts of $-0.0063$ eV at 20 $\mathrm{cm^{-1}}$ and $-0.0019$ eV at 50 $\mathrm{cm^{-1}}$. The rise becomes

$$0.0395-0.0019+0.0063=0.0439\ \text{eV}.$$

Tunnelling between sites does not matter here: computed with Bloch states at the centre and at the edge of the zone, the free energies agree to better than $10^{-9}$ eV.

The sign of the correction depends on the spacing. At $a=0.5$ nm the rise is 0.044 eV, but at $a=0.2$ nm it is 0.034 eV. Since $W\propto a^2$, the smaller spacing lowers $u$ to 0.25 and 1.56 for the two modes, where $R$ is 0.99 and 1.12. Now the periodic potential raises the partition function of the firmer mode and slightly lowers that of the softer one, so the difference in $F$ shrinks. For these three spacings and the cosine shape, "about 0.04 eV" survives to within several meV. That outcome depends on the cosine tying the barrier to the curvature, so that the barrier grows about sixfold from the first calculation to the second. A well of the form $V=W\left[1-e^{-\kappa(1-\cos(2\pi s/a))}\right]/\left[1-e^{-2\kappa}\right]$, with $\kappa$ chosen to give the required curvature, allows the barrier to be the same in both. At $a=0.3$ nm the rise is then only 0.013 eV for $W=0.048$ eV, 0.021 eV for $W=0.10$ eV and 0.025 eV for $W=0.30$ eV. These values are still many times the zero-point rise, but well below 0.04 eV.

The harmonic formula cannot be followed to $w\to0$, where it sends $F$ to $-\infty$. In a cell of length $a$ the Boltzmann factor never exceeds 1, so classically $Z_{\rm per}\le a\sqrt{2\pi mkT}/h$. The thermal wavelength $h/\sqrt{2\pi mkT}$ is 0.0092 nm, which makes this limit about 33 for $a=0.3$ nm. The harmonic $Z$ is 17.4 at 20 $\mathrm{cm^{-1}}$ and would pass the limit near $347.5/33\approx11\ \mathrm{cm^{-1}}$. Below that, a hindered or free translation must replace the oscillator. The oscillator is already inaccurate above that point: in the cosine well with $a=0.3$ nm, $R$ is 0.88 at 11 $\mathrm{cm^{-1}}$ and 1.16 at 20 $\mathrm{cm^{-1}}$.

## Beside a real deposition process

The mass is that of trimethylaluminium, a common precursor for aluminium oxide, and 500 K is a usual process temperature. The two wavenumbers and the 0.3 nm spacing are rough choices, not computed properties of a particular surface. On a hydroxylated oxide this molecule can react and release methane, so the coverage result applies to the intact adsorbed state, and then only if that state equilibrates with the gas before reacting. The molecule is also wide enough to block neighbouring minima 0.3 nm away, so the half-filled case only illustrates the formula. The low-coverage factor avoids this blocking, but its value of 0.400 still assumes harmonic wells. With the periodic potential it becomes 0.45 at a spacing of 0.2 nm and 0.36 at 0.3 and 0.5 nm. Of the assumptions behind the answer to (a), only harmonicity is tested here: replacing the parabola by the periodic potential gives a rise of 0.034 eV at a spacing of 0.2 nm and 0.044 eV at 0.3 and 0.5 nm. These are three sample values for the cosine shape, not limits on what other spacings or other well shapes can give. With the same barrier of 0.10 eV in both calculations and a spacing of 0.3 nm, for example, the rise is 0.021 eV and the low-coverage factor 0.62. Coupling to other modes and disorder of the surface are not estimated here. The numerical output below lists the main values for the harmonic and cosine wells.

## Computed values

```
temperature: 500 K
kT: 0.04309 eV
kT as a wavenumber: 347.5 cm^-1
mode at 20 cm^-1: x = 0.05755 (no unit)
  zero-point energy: 0.00124 eV
  free energy F: -0.12301 eV
  mean energy U: 0.04310 eV
  T*S: 0.16611 eV
  partition function Z: 17.373 (no unit)
mode at 50 cm^-1: x = 0.14388 (no unit)
  zero-point energy: 0.00310 eV
  free energy F: -0.08350 eV
  mean energy U: 0.04316 eV
  T*S: 0.12666 eV
  partition function Z: 6.944 (no unit)
rise of F: 0.03951 eV
rise of F: 3.81 kJ/mol
ln(50/20): 0.91629 (no unit)
kT ln(50/20): 0.03948 eV
rise of F beyond kT ln(50/20): 0.0000312 eV
upper bound on that excess: 0.0000372 eV
rise of zero-point energy: 0.00186 eV
zero-point rise / rise of F: 4.7 percent
change of U: 0.0000624 eV
change of thermal energy U - ZPE: -0.00180 eV
change of -T*S: 0.03945 eV
rise of F at 400 K: 0.03162 eV
rise of F at 600 K: 0.04740 eV
rise of F, 3000 to 3030 cm^-1, 500 K: 0.00186 eV
factor on coverage odds: 0.3997 (no unit)
coverage at 20 cm^-1: 0.500 (no unit)
coverage at 50 cm^-1: 0.286 (no unit)
model mass: 72 u; site spacing: 0.3 nm
thermal de Broglie wavelength: 0.00920 nm
rms displacement at 20 cm^-1: 0.0638 nm
  implied barrier W: 0.0483 eV
  W/kT: 1.12 (no unit)
  periodic F minus harmonic F: -0.00630 eV
rms displacement at 50 cm^-1: 0.0255 nm
  implied barrier W: 0.3018 eV
  W/kT: 7.00 (no unit)
  periodic F minus harmonic F: -0.00189 eV
rise of periodic F, spacing 0.2 nm: 0.03406 eV
rise of periodic F, spacing 0.3 nm: 0.04391 eV
rise of periodic F, spacing 0.5 nm: 0.04395 eV
```
